# Generalized Koopmans condition for a defect level, with finite-size corrections, part 2

A localized defect orbital \(\phi\) has occupation \(f\in[0,1]\). In a hybrid functional with exact-exchange fraction \(\alpha\), its empty level \(\varepsilon_0=\varepsilon(0)\) and occupied level \(\varepsilon_1=\varepsilon(1)\) cross at \(\alpha_K\), where \(\Delta=\varepsilon_1-\varepsilon_0\) vanishes. The task is to explain how \(\alpha_K\) drifts with the side \(L\) of a cubic cell.

Formulas are in Hartree atomic units, numbers in eV and Å. Nuclei are fixed; \(\varepsilon\) is a level, \(\epsilon\) a dielectric constant. Janak's theorem reads \(dE/df=\varepsilon(f)\).

The model has a host of constant \(\epsilon_\infty\), a short-range well \(V\), \(n=|\phi|^2\), a core charge \(\rho_c\) of total \(+1\), and \(\rho=\rho_c-fn\):
\[E=f\langle\phi|T+V|\phi\rangle+\frac{(\rho|\rho)}{2\epsilon_\infty}-\frac{\alpha f^2}{2}J[\phi].\]
Here \((a|b)\) is a Coulomb integral and \(J=(n|n)\). With \(\kappa=\frac1{\epsilon_\infty}-\alpha\), and subscripts 0 and 1 marking the minimizing orbitals at \(f=0,1\),
\[\kappa J_1\le\Delta\le\tfrac12\kappa(J_0+J_1),\]
so the isolated crossing is unique, at \(1/\epsilon_\infty\).

The periodic cell has a uniform background and zero average potential; the isolated potential vanishes at infinity. For spherical concentric densities built from Gaussians, with charges \(q_a\), moments \(Q_a=\int\rho_ar^2d^3r\) and negligible image overlap,
\[(a|b)_{per}-(a|b)_{iso}=-\frac{q_aq_b\alpha_M}{L}+\frac{2\pi}{3L^3}(q_aQ_b+q_bQ_a),\]
where \(\alpha_M=2.8373\).

The example uses a free-electron mass, a Gaussian well (12 eV deep, width 1.5 Å), a Gaussian core of width 0.5 Å, \(\epsilon_\infty=5\) and seven s-type Gaussians. Levels are measured from the bottom of the continuum.

The model drops \(\delta_x\) and \(\delta_c\), the changes of the semilocal exchange and correlation potentials' expectation values in \(\phi\) as \(f\) goes from 0 to 1 with frozen orbitals. Comparison values come from the free Al 3p level (PBE hybrid, cc-pVTZ), with \(U_x=J+\delta_x\) and frozen-orbital \(\Delta_{fr}=(1-\alpha)U_x+\delta_c\). The general uniqueness argument requires \(\Delta(\alpha)\) to be continuous, change sign and decrease strictly.

The final listing also uses \(\Delta E=E(1)-E(0)\), \(t=\Delta E-\tfrac12(\varepsilon_0+\varepsilon_1)\), its midpoint estimate \(\tfrac23[\varepsilon(\tfrac12)-\tfrac12(\varepsilon_0+\varepsilon_1)]\), and \(X=E_x^{HF}-E_x^{sl}\), with \(\partial\varepsilon/\partial\alpha=\partial X/\partial f\).

## Energy and eigenvalue corrections

Assume that the Fock term has its isolated value, meaning that its own \(G=0\) error has been removed, and that \(\phi\) does not hop between images. The cell and the isolated functional then differ in \((\rho|\rho)/2\epsilon_\infty\) alone. Setting \(a=b=\rho\), with charge \(q=1-f\) and moment \(Q\),
\[E_{corr}\equiv E_{iso}-E_{per}=\frac{q^2\alpha_M}{2\epsilon_\infty L}-\lambda qQ,\qquad \lambda=\frac{2\pi}{3\epsilon_\infty L^3}.\]
The first term does not depend on \(\phi\). The second perturbs \(\phi\) at order \(\lambda\), which changes a variational energy at order \(\lambda^2\sim L^{-6}\). This is the Makov–Payne form.

Janak's theorem holds in both settings, so \(\varepsilon_{corr}=\varepsilon_{iso}-\varepsilon_{per}=dE_{corr}/df\). With \(dq/df=-1\), one has \(d(q^2)/df=-2q\) and \(d(qQ)/df=-Q+q\,dQ/df\):
\[\varepsilon_{corr}=-\frac{q\alpha_M}{\epsilon_\infty L}+\lambda\Big(Q-q\frac{dQ}{df}\Big).\]
For \(q>0\) the leading term is negative: in the cell the negative background outweighs the image charges at the defect site and pushes the level up. Since \(Q=Q_c-f\langle r^2\rangle\), with \(\langle r^2\rangle\) the moment of \(n\), the derivative is \(dQ/df=-\langle r^2\rangle-f\,d\langle r^2\rangle/df\). The last piece is the change of orbital shape, and it drops out at \(f=0\) and at \(q=0\).

The rule \(-2E_{corr}/q=-q\alpha_M/\epsilon_\infty L+2\lambda Q\) has the same \(1/L\) term. At frozen shape the difference is \(\varepsilon_{corr}+2E_{corr}/q=\lambda(q\langle r^2\rangle-Q)\), which for \(q\ne0\) vanishes only if \(\langle r^2\rangle=Q/q\). For the neutral state \(E_{corr}=0\), yet \(\varepsilon_{corr}=\lambda Q\) survives. It aligns the two zeros of potential.

The factor \(1/\epsilon_\infty\) was put in by the continuum assumption. As an independent test, a unit charge was placed at a body centre of a simple cubic lattice (constant \(a\)) of polarizable dipoles whose Clausius–Mossotti constant is 5, with the charge and the dipoles smeared by Gaussians of width \(0.15a\), and the relaxed energy was fitted with powers \(L^0,L^{-1},L^{-3},L^{-5}\). Cells of 16 to 40 lattice constants give a \(1/L\) coefficient of \(-0.28391\,e^2/a\) against \(-\alpha_M/2\epsilon_\infty=-0.28373\,e^2/a\). The remaining 0.06% is the size of the offset in the long-wavelength screening factor of the smeared lattice, 0.20013 instead of 0.20000, and \(-\alpha_M/2\) times this factor is \(-0.28391\). Cells of 6 to 12 give \(-0.28958\,e^2/a\), 2% too large in size relative to the continuum value. The \(L^{-3}\) coefficient was left free, so this test supports the \(1/L\) term. The \(L^{-3}\) terms above belong to the local continuum.

## The shifted crossing

At \(f=0\), \(q=1\) and \(Q=Q_c\), so \(\varepsilon_{corr}=-\alpha_M/\epsilon_\infty L+\lambda(Q_c+\langle r^2\rangle_0)\). At \(f=1\), \(q=0\) and \(\varepsilon_{corr}=\lambda(Q_c-\langle r^2\rangle_1)\). In the difference \(Q_c\) cancels:
\[\Delta_{iso}=\Delta_{per}+\Delta_{corr},\qquad \Delta_{corr}=\frac{\alpha_M}{\epsilon_\infty L}-\lambda\big(\langle r^2\rangle_0+\langle r^2\rangle_1\big).\]
For \(\langle r^2\rangle\ll L^2\) this is positive, so the images make \(E(f)\) look too concave. The raw crossing \(\Delta_{per}=0\) needs \(\Delta_{iso}=\Delta_{corr}>0\), hence \(\kappa>0\). For small \(\kappa\) both bounds tend to \(\kappa J_0\), and
\[\alpha_K(L)\approx\frac1{\epsilon_\infty}-\frac{\Delta_{corr}}{J_0}.\]

For \(L=10\) Å, \(\alpha_M/\epsilon_\infty L=0.8171\) eV and
\[\lambda=0.8171\ \text{eV}\times\frac{2\pi}{3\alpha_ML^2}=0.8171\times0.007382=0.00603\ \text{eV/Å}^2 .\]
With \(Q_c=0.750\ e\)Å², \(\langle r^2\rangle_0=2.396\) Å² and \(\alpha=0.2\), where the orbital does not change with \(f\) in the isolated case:

- Empty level: \(\varepsilon_{corr}=-0.8171+0.00603\times3.146=-0.7981\) eV, taking \(-5.5620\) eV to \(-6.360\) eV.
- Occupied level: \(\varepsilon_{corr}=0.00603\times(-1.646)=-0.0099\) eV, taking \(-6.3502\) eV to \(-6.360\) eV.
- Energy at \(q=1\): \(E_{corr}=0.40855-0.00603\times0.750=0.4040\) eV. The rule \(-2E_{corr}/q\) gives \(-0.8081\) eV and misses the direct eigenvalue shift by 0.010 eV, as \(\lambda\times1.646\) predicts.
- \(\Delta_{corr}=0.8171-2\times0.00603\times2.396=0.7882\) eV.

With \(J_0=9.342\) eV the estimate is \(0.2000-0.7882/9.342=0.1156\), against the computed 0.1143. The estimated shift, 0.0844, is 1.5% smaller than the computed shift, 0.0857. The two bounds together imply \(J_1\le J_0\) for \(\kappa>0\), so \(\Delta_{iso}\le\kappa J_0\) and a larger \(\kappa\) is needed: at \(\alpha=0.1\), \(\Delta_{iso}=0.9162\) eV against \(\kappa J_0=0.9342\) eV. The estimate also replaces \(\langle r^2\rangle_1\) by \(\langle r^2\rangle_0\). For \(\kappa>0\) the occupied orbital is wider, which lowers \(\Delta_{corr}\) and acts the other way. This effect is much smaller: even at \(\alpha=0\) the occupied-level correction is \(-0.0116\) eV instead of \(-0.0099\) eV, a change of 0.0017 eV. The raw crossings at 12, 15 and 20 Å are 0.1279, 0.1420 and 0.1563, and with corrected levels all four cells give 0.2000.

If the \(G=0\) term of Fock exchange is simply omitted, the self-exchange uses \(J_{per}\). The energy changes by \(\tfrac12\alpha f^2(J_{iso}-J_{per})\), so \(\varepsilon_0\) is unchanged. At frozen orbital shape \(\varepsilon_1\) rises by \(\alpha(J_{iso}-J_{per})=\alpha\,(\alpha_M/L-4\pi\langle r^2\rangle/3L^3)\), which is 0.3933 eV at \(\alpha=0.1\) and \(L=10\) Å. The change of shape adds \(-\alpha\,(2\pi/3L^3)\,d\langle r^2\rangle/df\), of the same order \(L^{-3}\) and equal to \(-0.0004\) eV here, which gives the computed 0.3929 eV. The self-term is then \(\tfrac12\kappa f^2J_{per}\), with \(J_{per}\) a sum of non-negative terms, and the inequalities put the raw crossing of this model at \(1/\epsilon_\infty\) for any \(L\). Both levels then equal the cell's \(\varepsilon_0\), which is 0.798 eV above the isolated value at 10 Å. The correction to apply to \(\Delta\) thus depends on how the exchange singularity was treated.

## Ions frozen in the geometry of another charge state

Let the ions relax around charge \(q'\) and then stay fixed while the charge becomes \(q\). Take all defect charges to have one shape \(n(G)\), and let the ionic polarization \(\mathbf P\) carry the bound charge \(p=-i\mathbf G\cdot\mathbf P\). Its elastic cost is \(|\mathbf P|^2/2\chi\) with \(4\pi\chi=\epsilon_s-\epsilon_\infty\), where \(\epsilon_s\) is the static constant, and \(|\mathbf P|^2=|p|^2/G^2\) for a longitudinal field:
\[E=\frac{2\pi}{L^3}\sum_{G\neq0}\frac1{G^2}\left[\frac{|qn+p|^2}{\epsilon_\infty}+\frac{|p|^2}{\epsilon_s-\epsilon_\infty}\right].\]
Minimizing at \(q=q'\) gives \((q'n+p)/\epsilon_\infty+p/(\epsilon_s-\epsilon_\infty)=0\). Multiplying by \(\epsilon_\infty(\epsilon_s-\epsilon_\infty)\) gives \(p\,\epsilon_s=-q'n(\epsilon_s-\epsilon_\infty)\), so
\[p=q_{pol}\,n,\qquad q_{pol}=-q'(1-\epsilon_\infty/\epsilon_s).\]
Then \(q'+q_{pol}=q'\epsilon_\infty/\epsilon_s\), and the bracket at the minimum is \(q'^2n^2[\epsilon_\infty+(\epsilon_s-\epsilon_\infty)]/\epsilon_s^2=q'^2n^2/\epsilon_s\), which confirms the choice of \(\chi\). The elastic term is therefore \([q'^2/\epsilon_s-(q'+q_{pol})^2/\epsilon_\infty]\,n^2\). Every term is proportional to \(n^2\), so each is corrected by a multiple of the unit-charge correction \(E_1=\alpha_M/2\epsilon_\infty L-\lambda\langle r^2\rangle\):
\[E_{corr}=E_1\Big[q'^2\frac{\epsilon_\infty}{\epsilon_s}-(q'+q_{pol})^2+(q+q_{pol})^2\Big],\qquad \varepsilon_{corr}=-\frac{dE_{corr}}{dq}=-2(q+q_{pol})E_1 .\]
Going from the empty state \(q_0\) to the occupied state \(q_0-1\) gives \(\Delta_{corr}=2E_1\), free of \(q_{pol}\). The screening constant in \(\Delta_{corr}\) is therefore \(\epsilon_\infty\) whichever geometry is frozen. The shift of the crossing, \(\Delta_{corr}/J_0\), still depends on the geometry through the orbital, that is through \(J_0\) and \(\langle r^2\rangle\).

For \(q'=1\), \(\epsilon_s=10\), a Gaussian of width 1.0 Å and \(L=10\) Å, \(q_{pol}=-0.500\) and \(E_1=0.40855-0.00603\times3=0.3905\) eV. The level corrections are \(-0.3905\) eV at \(q=1\) and \(+0.3905\) eV at \(q=0\), and \(\Delta_{corr}=0.781\) eV. The neutral cell needs a correction of order \(1/L\), \(E_{corr}=0.1952\) eV, because the frozen polarization carries a charge \(q_{pol}\). Half of the value, \(q_{pol}^2E_1=\tfrac14E_1\), corrects the electrostatic energy of that charge, and the other half, \([q'^2\epsilon_\infty/\epsilon_s-(q'+q_{pol})^2]E_1=\tfrac14E_1\), corrects its elastic cost. Its equality with the value at \(q=1\) follows from the choice \(\epsilon_s=2\epsilon_\infty\), which makes \(q+q_{pol}=\pm\tfrac12\).

## Where the argument fails

The slope of \(\Delta(\alpha)\) is set by the self-repulsion of \(\phi\). If the state spreads uniformly over the cell, all \(n(G\neq0)\) vanish, \(J_{per}=0\), and the point-charge expansion loses its basis, so the tuning has meaning only while the state stays localized. If two orbital solutions exchange stability as \(\alpha\) or \(f\) varies, \(\varepsilon\) can jump, and the continuity used in the general uniqueness argument is lost. The value \(1/\epsilon_\infty\) rests on local continuum screening and on dropping \(\delta_x\) and \(\delta_c\). The dropped term need not be small. In Al, \(\delta_x/J=-1.657/8.017=-0.207\), as large in size as \(1/\epsilon_\infty=0.2\) itself. Kept unscreened at fixed \(\phi\), it changes the balance to \(J/\epsilon_\infty-\alpha J+(1-\alpha)\delta_x=0\), with root \((1/\epsilon_\infty+\delta_x/J)/(1+\delta_x/J)\), which is about \(-0.01\) for the Al ratio and \(0.11\) for half of it. The model does not say how far the host screens \(\delta_x\), so it does not fix \(\alpha_K\) of a real defect, which has to be found from corrected levels. The numerical check below tests the Janak and mixed-derivative relations, the bounds and the correction formulas against direct computation.

## Calculated quantities

```
Al 3p, PBE alpha-hybrid, cc-pVTZ: alpha, e0, e1, dE, Delta (eV)
  0.00   -9.036   -3.056   -6.066   5.980
  0.25   -8.200   -3.888   -6.087   4.312
  0.50   -7.394   -4.735   -6.113   2.659
  0.75   -6.618   -5.597   -6.144   1.021
  1.00   -5.869   -6.475   -6.179  -0.605
  1.25   -5.147   -7.367   -6.218  -2.220
alpha_K (e1=e0) 0.9067; alpha(e1=dE) 0.9125; alpha(e0=dE) 0.9005
at alpha_K: e0 -6.1455 e(1/2) -6.1726 e1 -6.1455 dE -6.1650 int e df -6.1650 eV
t -0.0195 eV, midpoint estimate -0.0181 eV, dDelta/dalpha -6.497 eV, 2t/slope 0.0060
f=1/2: de/dalpha -0.0856 eV, dX/df -0.0856 eV; curvature frozen 0.634 relaxed 0.042 eV
frozen: J 8.017 dx -1.657 Ux 6.360 dc 0.017 Delta_fr 0.611 eV
Madelung constant aM 2.837297
dipole lattice: k->0 screening factor 0.2001 0.2001 0.2002, 1/eps 0.2000
  1/L coefficient: N=6-12 -0.28958, N=16-40 -0.28391, -aM/(2 eps) -0.28373 (e^2/a)
model: V0 12.0 eV, width 1.5 A, core sigma 0.5 A, eps 5.0, eps_s 10.0
isolated: alpha, e0, e1, lower bound, Delta, upper bound (eV)
  0.0  -6.3602  -4.5634   1.7730   1.7968   1.8208
  0.1  -6.3602  -5.4440   0.9102   0.9162   0.9222
  0.2  -6.3602  -6.3602   0.0000   0.0000   0.0000
  0.3  -6.3602  -7.3127  -0.9587  -0.9525  -0.9465
  0.4  -6.3602  -8.3025  -1.9671  -1.9423  -1.9178
empty orbital: J0 9.342 eV, <r2> 2.396 A^2; core Q 0.750 e A^2; 1/eps 0.200
L(A), aM/(eps L) eV, Delta_corr eV, alpha_K raw, linear estimate, corrected
    10  0.8171  0.7882  0.1143  0.1156  0.2000
    12  0.6809  0.6642  0.1279  0.1289  0.2000
    15  0.5447  0.5362  0.1420  0.1426  0.2000
    20  0.4086  0.4049  0.1563  0.1567  0.2000
L=10 A, alpha 0.0: f, e_cell, e_iso, ecorr true/formula, Ecorr true/formula (eV)
  0.0  -5.5620  -6.3602  -0.7981  -0.7981  0.4040  0.4040
  0.5  -5.0403  -5.4440  -0.4036  -0.4036  0.1037  0.1037
  1.0  -4.5517  -4.5634  -0.0116  -0.0116  0.0000  0.0000
L=10 A, alpha 0.2: f, e_cell, e_iso, ecorr true/formula, Ecorr true/formula (eV)
  0.0  -5.5620  -6.3602  -0.7981  -0.7981  0.4040  0.4040
  0.5  -5.9561  -6.3602  -0.4040  -0.4040  0.1035  0.1035
  1.0  -6.3502  -6.3602  -0.0099  -0.0099  0.0000  0.0000
q=+1: -2Ecorr/q -0.8081 eV, miss of this rule 0.0100 eV
Fock G=0 term omitted, alpha 0.1: e1 rises 0.3929 eV, formula 0.3933 eV
frozen ions, L=10 A, sigma 1.0 A: q_pol -0.500 e, E1 0.3905 eV
  q=+1: Ecorr 0.1952 eV, ecorr -0.3905 eV
  q=+0: Ecorr 0.1952 eV, ecorr 0.3905 eV
  Delta_corr 0.7809 eV, 2 E1 0.7809 eV
```
